# Adiabatic Spin-Transfer Torque from the Spin Gauge Field of a Magnetic Texture

## The result

Let conduction electrons move through a magnetic texture whose local spin direction is the unit vector $\mathbf n(\mathbf r,t)$. If the texture varies slowly enough and nothing but the exchange field acts on the electron spin, the electrons exert on the localized spins the torque density

$$\mathbf T=-\tfrac12(\mathbf J\cdot\nabla)\mathbf n-\tfrac12\rho_s\,\partial_t\mathbf n. \tag{1}$$

Here $\rho_s=n_\uparrow-n_\downarrow$ is the density of majority minus minority electrons, and $\mathbf J$ is the corresponding difference of particle fluxes. With $S_d$ the density of localized spin, the texture obeys

$$S(\partial_t+\mathbf u\cdot\nabla)\mathbf n=-\mathbf n\times\frac{\delta E}{\delta\mathbf n},\qquad S=S_d+\tfrac12\rho_s,\quad \mathbf u=\frac{\mathbf J}{2S}. \tag{2}$$

The current replaces the time derivative by a derivative taken along a drift with velocity $\mathbf u$. Both equations hold to leading order in gradients and rates.

## Model and conventions

Rydberg units are used, with $\hbar=1$ and $2m=1$, so an electron of wave vector $\mathbf k$ has kinetic energy $k^2$ and velocity $2\mathbf k$. The Hamiltonian is

$$H=\mathbf p^2-\Delta\,\mathbf n\cdot\boldsymbol\sigma+V(\mathbf r),\qquad \Delta>0. \tag{3}$$

Majority electrons ($s=+1$) have spin along $\mathbf n$, minority electrons ($s=-1$) against it, and the splitting is $2\Delta$. The vector $\mathbf n$ gives the direction of spin, which is opposite to the magnetic moment. Particle flux is opposite to charge current.

The potential $V$ does not act on spin. Spin-orbit coupling, spin relaxation and Gilbert damping are left out. The densities $S_d$ and $\rho_s$ are uniform and steady, and $\nabla\cdot\mathbf J=0$.

The sign of the torque follows from the spin commutators. A spin in a field, $H=-\mathbf B\cdot\mathbf S$, obeys $\dot{\mathbf S}=\mathbf S\times\mathbf B$. For a spin density $S_d\mathbf n$ the energy density is $-S_d\mathbf B\cdot\mathbf n$, so $\delta E/\delta\mathbf n=-S_d\mathbf B$ and

$$S_d\,\partial_t\mathbf n=-\mathbf n\times\frac{\delta E}{\delta\mathbf n}.$$

The exchange energy density with the electrons is $-\Delta\,\mathbf n\cdot\langle\boldsymbol\sigma\rangle$, where the average is a density. It therefore contributes

$$\mathbf T=\Delta\,\mathbf n\times\langle\boldsymbol\sigma\rangle. \tag{4}$$

Electron spin parallel to $\mathbf n$ gives no torque. What must be found is the small transverse spin density.

## Rotation to the local spin axis

Let $\mathbf n$ have polar angles $(\theta,\phi)$, and let $\mathbf m$ have angles $(\theta/2,\phi)$. Define $U=\mathbf m\cdot\boldsymbol\sigma$. Then $U=U^\dagger$ and $U^2=1$. The anticommutator $(\mathbf m\cdot\boldsymbol\sigma)(\mathbf n\cdot\boldsymbol\sigma)=2\,\mathbf m\cdot\mathbf n-(\mathbf n\cdot\boldsymbol\sigma)(\mathbf m\cdot\boldsymbol\sigma)$ gives

$$U^\dagger(\mathbf n\cdot\boldsymbol\sigma)U=[2(\mathbf m\cdot\mathbf n)\mathbf m-\mathbf n]\cdot\boldsymbol\sigma=\sigma_z.$$

The last equality holds because $\mathbf m$ bisects $\hat{\mathbf z}$ and $\mathbf n$: $\mathbf m\cdot\mathbf n=\cos(\theta/2)$ and $2\cos(\theta/2)\,\mathbf m=\hat{\mathbf z}+\mathbf n$.

Write $\psi=U\chi$ and, for $\mu=x,y,z,t$,

$$A_\mu=-iU^\dagger\partial_\mu U. \tag{5}$$

The product rule gives $-i\partial_i(U\chi)=U(-i\partial_i+A_i)\chi$ and $i\partial_t(U\chi)=U(i\partial_t-A_t)\chi$. Applying the first relation twice and multiplying the Schrödinger equation by $U^\dagger$, one obtains without approximation

$$i\partial_t\chi=\big[(\mathbf p+\mathbf A)^2-\Delta\sigma_z+A_t+V\big]\chi. \tag{6}$$

The exchange field now has a fixed direction, and the texture appears as a matrix-valued gauge field. Its components follow from the product of Pauli matrices:

$$A_\mu=-i\big[\mathbf m\cdot\partial_\mu\mathbf m+i(\mathbf m\times\partial_\mu\mathbf m)\cdot\boldsymbol\sigma\big]=\mathbf a_\mu\cdot\boldsymbol\sigma,\qquad \mathbf a_\mu=\mathbf m\times\partial_\mu\mathbf m,$$

since $\mathbf m\cdot\partial_\mu\mathbf m=0$ for a unit vector. The component along $z$ is

$$a_\mu^z=m_x\partial_\mu m_y-m_y\partial_\mu m_x=\sin^2(\theta/2)\,\partial_\mu\phi=\tfrac12(1-\cos\theta)\,\partial_\mu\phi. \tag{7}$$

At $\theta=\pi$ the angle $\phi$ is undefined while the prefactor is 1. The resulting singularity belongs to the choice of $U$, not to the texture.

## The gauge field as a gradient of the texture

Let $R$ be the spatial rotation belonging to $U$: $U(\mathbf v\cdot\boldsymbol\sigma)U^\dagger=(R\mathbf v)\cdot\boldsymbol\sigma$, so $R\hat{\mathbf z}=\mathbf n$. Differentiate $\mathbf n\cdot\boldsymbol\sigma=U\sigma_zU^\dagger$, using $(\partial_\mu U^\dagger)U=-U^\dagger\partial_\mu U$ and $U^\dagger\partial_\mu U=iA_\mu$:

$$\partial_\mu\mathbf n\cdot\boldsymbol\sigma=U[iA_\mu,\sigma_z]U^\dagger.$$

The commutator is $i[\mathbf a_\mu\cdot\boldsymbol\sigma,\sigma_z]=i\cdot2i(\mathbf a_\mu\times\hat{\mathbf z})\cdot\boldsymbol\sigma=2(\hat{\mathbf z}\times\mathbf a_\mu)\cdot\boldsymbol\sigma$. A rotation preserves cross products, hence

$$\partial_\mu\mathbf n=2\,\mathbf n\times R\mathbf a_\mu. \tag{8}$$

The part of $\mathbf a_\mu$ along $\hat{\mathbf z}$ drops out. The transverse part $\mathbf a_\mu^\perp$ measures how fast $\mathbf n$ turns.

## The transverse spin density and the torque

Suppose that $\mathbf a_\mu$ changes little while an electron spin precesses once about the exchange field, and that scattering by $V$ is weak during that time. Then $\mathbf a_\mu$ may be treated as locally constant. Each $A_i^2=|\mathbf a_i|^2$ is a number and does not act on spin, so the spin part of (6) for wave vector $\mathbf k$ is

$$-(\Delta\hat{\mathbf z}-\mathbf b)\cdot\boldsymbol\sigma,\qquad \mathbf b=2k_i\mathbf a_i+\mathbf a_t,$$

with summation over $i$. A majority spin points along $\Delta\hat{\mathbf z}-\mathbf b$, a minority spin against it. To first order in $\mathbf b/\Delta$ the transverse part is

$$\langle\boldsymbol\sigma_\perp\rangle_{\mathbf k s}=-s\,\mathbf b_\perp/\Delta. \tag{9}$$

Now sum over occupied states with distribution $f_{\mathbf k s}$. Since $\sum s f_{\mathbf k s}=\rho_s$ and $\sum s f_{\mathbf k s}\,2k_i=J_i$ per unit volume,

$$\langle\boldsymbol\sigma_\perp\rangle=-\frac{J_i\mathbf a_i^\perp+\rho_s\mathbf a_t^\perp}{\Delta}.$$

Rotate this back with $R$ and insert it into (4). The exchange strength cancels, and (8) gives

$$\mathbf T=-\mathbf n\times R(J_i\mathbf a_i^\perp+\rho_s\mathbf a_t^\perp)=-\tfrac12J_i\partial_i\mathbf n-\tfrac12\rho_s\partial_t\mathbf n,$$

which is (1). A stronger exchange field exerts more torque per unit of tilt but allows proportionally less tilt.

Adding this torque to the equation of the localized spins gives

$$S_d\partial_t\mathbf n=-\mathbf n\times\frac{\delta E}{\delta\mathbf n}-\tfrac12(\mathbf J\cdot\nabla)\mathbf n-\tfrac12\rho_s\partial_t\mathbf n.$$

Moving the last two terms to the left gives (2). The electron spin $\rho_s/2$ adds to the inertia because it turns with the texture. Electron energies of second order in gradients, such as a contribution to the exchange stiffness, are included in $E$.

## The same equation from a Lagrangian

The diagonal part of the gauge field gives the torque by a second road. In the adiabatic state the average of $\sigma_z$ is $\rho_s$, and its flux is $\mathbf J$. The terms of (6) linear in $A$ therefore contribute $-\rho_sa_t^z-J_ia_i^z$ to the Lagrangian density. The localized spins act as $2S_d$ parallel spins one-half per volume. Each is in the state $U|\uparrow\rangle$ and contributes $\langle\uparrow|U^\dagger i\partial_tU|\uparrow\rangle=-a_t^z$. With (7) the sum is

$$\mathcal L=-(1-\cos\theta)\,D\phi-e[\mathbf n],\qquad D=S\partial_t+\tfrac12\mathbf J\cdot\nabla, \tag{10}$$

where $e$ is the energy density and $E=\int e\,d^3r$.

Variation of $\theta$ gives $-\sin\theta\,D\phi=\delta E/\delta\theta$. In the variation of $\phi$ the derivatives are moved onto $(1-\cos\theta)$ by partial integration. This uses steady, uniform $S$ and $\nabla\cdot\mathbf J=0$, and gives $\sin\theta\,D\theta=\delta E/\delta\phi$. Therefore

$$D\mathbf n=\mathbf e_\theta D\theta+\mathbf e_\phi\sin\theta\,D\phi=\frac{\mathbf e_\theta}{\sin\theta}\frac{\delta E}{\delta\phi}-\mathbf e_\phi\frac{\delta E}{\delta\theta}.$$

The transverse part of $\delta E/\delta\mathbf n$ is $\mathbf e_\theta\,\delta E/\delta\theta+(\mathbf e_\phi/\sin\theta)\,\delta E/\delta\phi$. Because $\mathbf n\times\mathbf e_\theta=\mathbf e_\phi$ and $\mathbf n\times\mathbf e_\phi=-\mathbf e_\theta$, the right side equals $-\mathbf n\times\delta E/\delta\mathbf n$. This is (2) again.

Continuity also makes the choice of $U$ harmless. Replacing $U$ by $Ue^{-i\eta\sigma_z/2}$ leaves $\mathbf n$ unchanged but shifts $a_\mu^z$ by $-\frac12\partial_\mu\eta$. The electron part of $\mathcal L$ changes by $\frac12(\rho_s\partial_t\eta+\mathbf J\cdot\nabla\eta)$. After partial integration this is $-\frac12\eta(\partial_t\rho_s+\nabla\cdot\mathbf J)=0$, apart from boundary terms. The localized part changes by $S_d\partial_t\eta$, a total derivative.

## Drift of a texture and two limits

Let $\mathbf n_0(\mathbf r)$ be a static solution without current, let $E$ be translation invariant, and let $\mathbf u$ be uniform. Insert $\mathbf n=\mathbf n_0(\mathbf r-\mathbf ut)$ into (2). The left side vanishes since $\partial_t\mathbf n=-(\mathbf u\cdot\nabla)\mathbf n$, and the right side vanishes since a shifted static solution is still static. The whole texture drifts with $\mathbf u$. If majority electrons carry the larger flux, it moves with the electrons and against the charge current. This solution belongs to the undamped equation. With Gilbert damping and no current-induced torque besides (1), a domain wall with a hard-axis anisotropy moves only a finite distance at small current and then stops. Pinning would also break the assumed translation invariance.

If an electric field displaces both Fermi spheres by the same wave vector, both spin species have the same drift velocity $\mathbf v_d$. Then $\mathbf J=\rho_s\mathbf v_d$ and

$$\mathbf u=\frac{\rho_s}{2S_d+\rho_s}\,\mathbf v_d. \tag{11}$$

For $S_d\gg\rho_s$ the electrons must turn a large localized spin, and the texture is slow. In the formal limit $S_d\to0$ all the spin belongs to the moving electrons, and the texture moves with them at $\mathbf v_d$.

## One electron in a planar wall

Take $\mathbf n=(\sin\theta,0,\cos\theta)$ with $\theta(x)$ rising from 0 to $\pi$, and $\mathbf e_\theta=(\cos\theta,0,-\sin\theta)$. An electron with unit amplitude has $\rho_s=s$ and $J=2sk$. Since $\partial_x\mathbf n=\theta'\mathbf e_\theta$, the static law gives

$$\mathbf T=-sk\theta'\,\mathbf e_\theta. \tag{12}$$

Its $z$ component is $sk\theta'\sin\theta$, with integral $sk\int_0^\pi\sin\theta\,d\theta=2sk$. Divided by the incident flux $2k$, this is $s$: each transmitted majority electron gives the wall one $\hbar$ of spin along $z$, as its own spin turns from $+\frac12$ to $-\frac12$.

The next order in the gradient gives a torque normal to the plane of the wall. In this geometry $\mathbf m\times\partial_x\mathbf m=\frac12\theta'\hat{\mathbf y}$, so $A_x=\frac12\theta'\sigma_y$. For a majority electron of energy $\varepsilon$ set $V=0$, $k^2=\varepsilon+\Delta$ and $\chi=e^{ikx}(1,c)^T$. The cross term $p_xA_x+A_xp_x=-i(A_x'+2A_x\partial_x)$ and the matrix element $\langle\downarrow|\sigma_y|\uparrow\rangle=i$ give for the lower component

$$2\Delta c-2ikc'-c''=-ik\theta'-\tfrac12\theta''$$

up to terms with more derivatives. Solving order by order,

$$c_0=-\frac{ik\theta'}{2\Delta},\qquad c_1=\frac{2ikc_0'-\frac12\theta''}{2\Delta}=\frac{(2k^2-\Delta)\theta''}{4\Delta^2}.$$

The imaginary part $c_0$ produces (12). The real part gives a rotated-frame spin $\langle\sigma_x\rangle=2c_1$. Here $R$ is a half-turn about $\mathbf m$, which takes $\hat{\mathbf x}$ to $-\mathbf e_\theta$. The laboratory spin along $\mathbf e_\theta$ is thus $-2c_1$. With $\mathbf n\times\mathbf e_\theta=\hat{\mathbf y}$ and $2k^2-\Delta=2\varepsilon+\Delta$, (4) gives $T_y=-2\Delta c_1$. A minority electron is a majority electron of the field $(-\Delta)(-\mathbf n)$, so its result follows from $\Delta\to-\Delta$. Together,

$$T_y=-s\,\frac{2\varepsilon+s\Delta}{2\Delta}\,\theta''. \tag{13}$$

This torque integrates to zero because $\theta'$ vanishes on both sides. Unlike (12), it does not change sign with the direction of travel, so it is present without a current. It is the electron's part of the exchange stiffness. At fixed $k$, a spiral of wave number $q$ changes the electron energy by $Aq^2$ with $A=\frac14-sk^2/(2\Delta)$. An energy density $A\theta'^2$ gives the torque $2A\theta''$ along $\hat{\mathbf y}$, and with $k^2=\varepsilon+s\Delta$ this is (13). In (2) it is therefore already contained in $E$ and must not be added again. In a filled, undisplaced Fermi sphere with Fermi wave number $k_s$, the $k^2$ in $A$ is replaced by the average of $k_x^2$, which is $k_s^2/5$. The contributions of the two spin species then largely cancel; in the worked example below only about 1 % of either one remains.

The size of (13) relative to (12) shows when (1) alone describes the torque of one electron. With $\lambda$ the wall width parameter, it is of order $k/(\Delta\lambda)$ for $\Delta$ not larger than about $k^2$, and of order $1/(k\lambda)$ for slower electrons. In a field that turns in time, (9) gives a tilt of order $1/(2\Delta\tau)$. It is sufficient, though not in every case necessary, that all three numbers be small:

$$\frac{k}{\Delta\lambda}\ll1,\qquad \frac{1}{k\lambda}\ll1,\qquad \frac{1}{2\Delta\tau}\ll1, \tag{14}$$

with $\tau$ the time in which $\mathbf n$ turns. The law (1) fails for very narrow walls, weak exchange or fast rotation. For slow electrons, $k^2\ll\Delta$, in the wall $\cos\theta=-\tanh(x/\lambda)$ the ratio of the peaks of (13) and (12) is about $1/(4k\lambda)$. It is 4 % when the wavelength equals $\lambda$, and it ceases to be small when $k\lambda$ falls to about 1.

The conditions (14) belong to the model (3). In a real metal the transverse electron spin also relaxes, in a time $\tau_{sf}$. This adds a torque along $\mathbf n\times(\mathbf J\cdot\nabla)\mathbf n$, of the same order in gradients as (1). Its size relative to (1) is about $\beta=1/(2\Delta\tau_{sf})$. It does not shrink relative to (1) as the wall widens, and it does not integrate to zero across the wall. With this torque and Gilbert damping $\alpha$, an unpinned wall with a hard axis does not stop at small current but moves at about $\beta u/\alpha$.

## Worked example

The parameters are round model values and describe no particular material. The Fermi energy is 0.5 Ry above the mid-point of the two band bottoms, $\Delta=0.1$ Ry, $S_d=0.01\,\hbar/a_0^3$, and the charge current density is $10^{12}$ A/m². The wall has the prescribed profile $\cos\theta=-\tanh(x/\lambda)$ with $\lambda=200\,a_0$, or 10.6 nm.

**Electrons.** The Fermi wave numbers are $k_\uparrow=\sqrt{0.6}=0.775$ and $k_\downarrow=\sqrt{0.4}=0.632\,a_0^{-1}$. With $n_s=k_s^3/(6\pi^2)$ the densities are 0.00785 and 0.00427 $a_0^{-3}$. Their difference is $\rho_s=0.00358\,a_0^{-3}$, and the polarization is $P=\rho_s/(n_\uparrow+n_\downarrow)=0.295$.

**Drift.** In Rydberg units the particle flux is $8.455\times10^{-7}$. Equal displacement of the Fermi spheres gives $J=0.2951\times8.455\times10^{-7}=2.495\times10^{-7}$. The total spin density is $S=0.01+0.00358/2=0.01179$, so

$$u=\frac{2.495\times10^{-7}}{2\times0.01179}=1.058\times10^{-5}\ a_0\,\mathrm{Ry}/\hbar=11.6\ \mathrm{m/s}.$$

The electron drift velocity is $6.98\times10^{-5}$ in the same unit; the texture moves at about 15 % of it, as (11) requires. Without damping, a displacement by $\lambda$ takes 0.91 ns.

**Quality of the adiabatic law in the wall.** For majority electrons $k/(\Delta\lambda)=0.039$. Numerical solution of the scattering problem in the laboratory frame gives a central torque of $-3.875\times10^{-3}$ Ry/$a_0^3$ for unit amplitude, against $-3.873\times10^{-3}$ from (12). For minority electrons the two values are $3.164\times10^{-3}$ and $3.162\times10^{-3}$, with the opposite sign. In both channels the largest in-plane deviation is 0.06 % of the peak, and it rises to 0.26 % when the wall is half as wide. This fourfold rise is the behaviour of a correction quadratic in $1/\lambda$. The two channels agree in this error to the printed digits; the leading-order derivation does not explain that agreement.

The normal torque can be predicted. For this profile $\theta'=\sin\theta/\lambda$ and $\theta''=\sin\theta\cos\theta/\lambda^2$, with peak values $1/\lambda$ and $1/(2\lambda^2)$. The ratio of the peaks of (13) and (12) for majority electrons is

$$\frac{2\varepsilon+\Delta}{4\Delta k\lambda}=\frac{1.1}{4\times0.1\times0.7746\times200}=0.01775,$$

and scattering gives 0.01777. The spin transferred is $+1.000\,\hbar$ per majority electron and $-1.000\,\hbar$ per minority electron.

**Many electrons.** A spiral $\mathbf n=(\cos qx,\sin qx,0)$ allows a check on the full Fermi seas. In the laboratory frame the plane-wave components of spin up and down have wave numbers $k\mp q/2$ along $x$. At $x=0$ the spin Hamiltonian is $-kq\sigma_z-\Delta\sigma_x$, so

$$\langle\sigma_z\rangle=\frac{s\,kq}{\sqrt{\Delta^2+k^2q^2}},\qquad T_y=-\Delta\langle\sigma_z\rangle\simeq-s\,kq\Big(1-\frac{k^2q^2}{2\Delta^2}\Big).$$

Displace both spheres by a small $\delta k$ along $x$. To first order the average of $k$ becomes $\delta k$ and that of $k^3$ becomes $3\langle k^2\rangle\delta k$, with $\langle k^2\rangle=k_s^2/5$ for one component in a sphere. With the velocity of each state taken as $2k$, $J=2\rho_s\delta k$. The leading torque is then $-\frac12Jq$, and its correction relative to this value is

$$-\frac{3q^2}{2\Delta^2}\,\frac{n_\uparrow k_\uparrow^2/5-n_\downarrow k_\downarrow^2/5}{\rho_s}.$$

For $q=1/\lambda=0.005\,a_0^{-1}$ the law gives $-6.237\times10^{-10}$ Ry/$a_0^3$, and the sum over diagonalized states gives $-6.233\times10^{-10}$. The difference is 0.063 % of the law. The correction formula gives the same: $1.5\times0.0025\times(0.007848\times0.12-0.004272\times0.08)/0.003576=0.00063$. This figure depends on how $J$ is defined at order $q^2$. The band velocity in the spiral is $2k-s\,kq^2/\sqrt{\Delta^2+k^2q^2}$. It lowers the flux difference by the fraction $(n_\uparrow+n_\downarrow)q^2/(2\Delta\rho_s)=0.00042$ and leaves a deviation of 0.02 %. If $J$ is taken as the flux of spin along $\mathbf n$, which is $2k\langle\sigma_x\rangle=2sk\Delta/\sqrt{\Delta^2+k^2q^2}$ per state, then $T_y=-\frac12Jq$ holds exactly in the spiral.

**The term with the time derivative.** A single majority spin was followed in a field that turns by $\pi$ with $\cos\theta=-\tanh(t/\tau)$ and $\tau=200\,\hbar/\mathrm{Ry}$. Its torque differs from $-\frac12\partial_t\mathbf n$ by at most 0.03 % of the peak in the direction of $\partial_t\mathbf n$. Halving $\tau$ raises this to 0.13 %, again a factor of four. Further digits are in the numerical output.

## Computed results

```
INPUTS
Fermi energy from band mid-point: 0.500 Ry
half exchange splitting Delta: 0.100 Ry
localized spin density S_d: 0.0100 hbar/a0^3
wall width parameter: 200.0 a0
wall width parameter, converted: 10.584 nm
charge current density: 1.000e+12 A/m^2
ELECTRONS
majority Fermi wave number: 0.77460 1/a0
minority Fermi wave number: 0.63246 1/a0
majority density: 0.007848 1/a0^3
minority density: 0.004272 1/a0^3
rho_s: 0.003576 1/a0^3
polarization: 0.29506 (no unit)
majority k/(Delta width): 0.03873 (no unit)
particle flux: 8.45545e-07 Ry/(hbar a0^2)
electron drift velocity: 6.97623e-05 a0 Ry/hbar
Fermi sphere shift: 3.48811e-05 1/a0
spin-resolved flux J: 2.49486e-07 Ry/(hbar a0^2)
ONE ELECTRON THROUGH THE WALL (unit incoming amplitude)
majority center torque, scattering: -3.875439e-03 Ry/a0^3
majority center torque, law: -3.872983e-03 Ry/a0^3
majority largest error: 0.0635 % of peak
majority error at half width: 0.2579 % of peak
majority normal/in-plane peak: 0.01777 (no unit)
majority normal-law error: 0.2967 % of peak
majority z-spin to wall: 1.000000 hbar per electron
minority center torque, scattering: 3.164283e-03 Ry/a0^3
minority center torque, law: 3.162278e-03 Ry/a0^3
minority largest error: 0.0635 % of peak
minority error at half width: 0.2579 % of peak
minority normal/in-plane peak: 0.01781 (no unit)
minority normal-law error: 0.2915 % of peak
minority z-spin to wall: -1.000000 hbar per electron
TURNING FIELD IN TIME
turning time: 200.0 hbar/Ry
largest torque error: 0.0319 % of peak
error at half turning time: 0.1267 % of peak
MANY ELECTRONS IN A SPIRAL
spiral wave number: 0.00500 1/a0
torque, diagonalization: -6.233227e-10 Ry/a0^3
torque, adiabatic law: -6.237147e-10 Ry/a0^3
relative error: 0.0629 %
error at doubled wave number: 0.2507 %
TEXTURE DRIFT
total spin density S: 0.011788 hbar/a0^3
drift velocity u: 1.05821e-05 a0 Ry/hbar
drift velocity u, converted: 11.5752 m/s
time per width parameter: 0.9143 ns
```
